\section*{Primary Current Distribution and Rim Singularity of a Flush Disk Electrode}

\section*{The problem}

A flat metal disk of radius $a$ is set flush in an infinite insulating plane, $z=0$. Electrolyte of uniform conductivity $\kappa$ fills the half-space $z>0$, and the counter electrode is so far away that it may be placed at infinity. Cylindrical coordinates $(r,z)$ have their origin at the disk centre. The task is to find how the current distributes itself over the disk when the resistance of the electrolyte alone controls it, and what happens at the rim, where metal meets insulator.

\section*{(a) The boundary-value problem}

\textbf{Question.} State the equations for the electrolyte potential $\phi$ and the assumption behind each.

\textbf{Solution.} With no concentration differences there is no diffusion current, and the current density obeys Ohm's law, $\mathbf j=-\kappa\nabla\phi$. In the steady state charge does not accumulate, so $\nabla\cdot\mathbf j=0$. Since $\kappa$ is uniform,
\begin{equation}
\nabla^2\phi=0\qquad (z>0).
\end{equation}
The metal is an equipotential. In the primary distribution the electrode reaction is taken to need no overpotential, so the solution next to the metal is an equipotential too. No current enters the insulator. Hence
\begin{equation}
\phi=V\ (z=0,\ r<a),\qquad \frac{\partial\phi}{\partial z}=0\ (z=0,\ r>a),\qquad \phi\to0\ \text{at infinity}.
\end{equation}
The local current density, counted positive when it flows into the electrolyte, is $i(r)=-\kappa\,\partial\phi/\partial z$ at $z=0^+$. Thus $V>0$ describes an anode. For a plating cathode $V$ and $i$ both change sign, and the distribution is the same.

One more condition is needed because the boundary conditions hold for $r<a$ and $r>a$ but say nothing about the rim itself, where a singular field could be added: the dissipated power $\int\kappa|\nabla\phi|^2\,d^3x$ must be finite. Part (f) shows what goes wrong without it.

\section*{(b) Coordinates that fit the disk}

\textbf{Question.} Let
\begin{equation}
r=a\sqrt{(1+\xi^2)(1-\eta^2)},\qquad z=a\xi\eta,\qquad \xi\ge0,\quad 0\le\eta\le1 .
\end{equation}
Locate the disk and the insulator, and write Laplace's equation for an axisymmetric field.

\textbf{Solution.} At $\xi=0$ we have $z=0$ and $r=a\sqrt{1-\eta^2}\le a$: this is the disk. At $\eta=0$ we have $z=0$ and $r=a\sqrt{1+\xi^2}\ge a$: this is the insulator. Also $r^2+z^2=a^2(1+\xi^2-\eta^2)$, so $\xi$ approaches (distance)$/a$ far away. Eliminating $\eta$ gives
\begin{equation}
\frac{r^2}{1+\xi^2}+\frac{z^2}{\xi^2}=a^2 .
\label{ellipse}
\end{equation}
For $z>0$ the left side falls steadily from infinity to zero as $\xi$ grows, so each point has one $\xi$, and then one $\eta=z/(a\xi)$.

The derivatives are
\begin{align}
\frac{\partial r}{\partial\xi}&=a\xi\sqrt{\frac{1-\eta^2}{1+\xi^2}}, & \frac{\partial z}{\partial\xi}&=a\eta,\\
\frac{\partial r}{\partial\eta}&=-a\eta\sqrt{\frac{1+\xi^2}{1-\eta^2}}, & \frac{\partial z}{\partial\eta}&=a\xi .
\end{align}
The coordinates are orthogonal, because $r_\xi r_\eta+z_\xi z_\eta=-a^2\xi\eta+a^2\xi\eta=0$. The squared scale factors are
\begin{align}
h_\xi^2&=a^2\,\frac{\xi^2(1-\eta^2)+\eta^2(1+\xi^2)}{1+\xi^2}=a^2\,\frac{\xi^2+\eta^2}{1+\xi^2},\\
h_\eta^2&=a^2\,\frac{\eta^2(1+\xi^2)+\xi^2(1-\eta^2)}{1-\eta^2}=a^2\,\frac{\xi^2+\eta^2}{1-\eta^2},
\end{align}
and the scale factor for the azimuth is $r$. In orthogonal coordinates Laplace's equation reads
\begin{equation}
\frac{\partial}{\partial\xi}\!\left(\frac{h_\eta r}{h_\xi}\frac{\partial\phi}{\partial\xi}\right)+\frac{\partial}{\partial\eta}\!\left(\frac{h_\xi r}{h_\eta}\frac{\partial\phi}{\partial\eta}\right)=0 .
\end{equation}
Here $h_\eta/h_\xi=\sqrt{(1+\xi^2)/(1-\eta^2)}$, so the two coefficients are $a(1+\xi^2)$ and $a(1-\eta^2)$. Dividing by $a$,
\begin{equation}
\frac{\partial}{\partial\xi}\!\left[(1+\xi^2)\frac{\partial\phi}{\partial\xi}\right]+\frac{\partial}{\partial\eta}\!\left[(1-\eta^2)\frac{\partial\phi}{\partial\eta}\right]=0 .
\end{equation}

\section*{(c) The potential}

\textbf{Question.} Find a solution that meets every condition of part (a).

\textbf{Solution.} The disk potential does not depend on $\eta$, and the insulator requires $\partial\phi/\partial\eta=0$ at $\eta=0$. Both suggest trying $\phi=\phi(\xi)$. Then $(1+\xi^2)\phi'=C$, and a second integration gives $\phi=C\arctan\xi+D$. The disk fixes $D=V$. At infinity $C\pi/2+V=0$, so $C=-2V/\pi$ and
\begin{equation}
\phi=V\left(1-\frac2\pi\arctan\xi\right).
\label{phi}
\end{equation}
The power is found from $|\nabla\phi|^2=\phi'^2/h_\xi^2$ and the volume element $2\pi r h_\xi h_\eta\,d\xi\,d\eta$:
\begin{equation}
P=2\pi\kappa a\int_0^1\!d\eta\int_0^\infty(1+\xi^2)\phi'^2\,d\xi
=2\pi\kappa a\,\frac{4V^2}{\pi^2}\int_0^\infty\frac{d\xi}{1+\xi^2}=4\kappa aV^2 .
\end{equation}
It is finite, so the last condition holds as well.

\section*{(d) Current density, total current and resistance}

\textbf{Question.} Find $i(r)$, the total current $I$ and the resistance. What fraction of the current leaves outside a given radius?

\textbf{Solution.} On the disk the normal length element is $dz=h_\xi\,d\xi=a\eta\,d\xi$, and $\phi'(0)=-2V/\pi$. With $\eta=\sqrt{1-r^2/a^2}$ there,
\begin{equation}
i(r)=-\frac{\kappa}{a\eta}\,\phi'(0)=\frac{2\kappa V}{\pi a\eta}=\frac{2\kappa V}{\pi\sqrt{a^2-r^2}} .
\label{density}
\end{equation}
The current leaving outside radius $r$ is
\begin{equation}
\int_r^a i\,2\pi r'\,dr'=4\kappa V\int_r^a\frac{r'\,dr'}{\sqrt{a^2-r'^2}}=4\kappa V\sqrt{a^2-r^2}.
\end{equation}
Setting $r=0$ gives
\begin{equation}
I=4\kappa aV,\qquad R=\frac VI=\frac1{4\kappa a}.
\end{equation}
The power of part (c) equals $IV$, as it must. The fraction outside $r$ is $\sqrt{1-r^2/a^2}$. The average density is $i_{\rm avg}=I/(\pi a^2)=4\kappa V/(\pi a)$, so
\begin{equation}
\frac{i}{i_{\rm avg}}=\frac{1}{2\sqrt{1-r^2/a^2}} .
\end{equation}
The centre receives half the average density. The density equals its average where the root is $1/2$, at $r=\sqrt3\,a/2$, and half the current leaves outside that same radius. The shape contains neither $\kappa$ nor $V$: a more conducting bath raises the current but does not even it out within this model.

\section*{(e) The rim}

\textbf{Question.} How does $i$ behave at a small distance $\delta=a-r$ from the rim? Trace this to the local field, and find what changes if the insulator meets the disk at another angle.

\textbf{Solution.} Since $a^2-r^2=\delta(2a-\delta)$,
\begin{equation}
i=\frac{2\kappa V}{\pi\sqrt{2a\delta}}\left(1-\frac{\delta}{2a}\right)^{-1/2}
\;\longrightarrow\;\frac{\kappa V}{\pi}\sqrt{\frac{2}{a\delta}}\qquad(\delta\to0).
\label{rim}
\end{equation}
The density diverges as the inverse square root of the distance. Relative to the full density, the leading law is in error by $\sqrt{1-\delta/2a}-1\approx-\delta/(4a)$. The current itself stays finite, because $\int_0\delta^{-1/2}d\delta$ converges.

For the local field, put $r=a+\rho\cos\alpha$ and $z=\rho\sin\alpha$, so that $\alpha=0$ is the insulator and $\alpha=\pi$ the disk. Near the rim $\xi$ and $\eta$ are small, and to leading order
\begin{equation}
\frac{\rho}{a}\cos\alpha=\frac{\xi^2-\eta^2}{2},\qquad \frac{\rho}{a}\sin\alpha=\xi\eta .
\end{equation}
Squaring and adding gives $\xi^2+\eta^2=2\rho/a$. Adding twice the first relation gives $2\xi^2=(2\rho/a)(1+\cos\alpha)$, hence $\xi=\sqrt{2\rho/a}\,\cos(\alpha/2)$ and
\begin{equation}
V-\phi\approx\frac{2V}{\pi}\sqrt{\frac{2\rho}{a}}\,\cos\frac\alpha2 .
\end{equation}
On the disk, moving up means decreasing $\alpha$, so $\partial/\partial z=-(1/\rho)\,\partial/\partial\alpha$. Then $i=\kappa\,\partial(V-\phi)/\partial z=(\kappa V/\pi)\sqrt{2/(a\rho)}$, in agreement with (\ref{rim}).

Now let the electrolyte fill an angle $\beta$ between insulator and metal. Close to the edge its curvature does not matter at leading order, and $V-\phi\propto\rho^\lambda\cos\lambda\alpha$ is harmonic with no flux at $\alpha=0$. It vanishes on the metal if $\cos\lambda\beta=0$. The smallest positive value is $\lambda=\pi/(2\beta)$, and the density varies as $\rho^{\lambda-1}$. The flush disk has $\beta=\pi$ and exponent $-1/2$. An insulating wall rising at right angles from the edge has $\beta=\pi/2$ and exponent $0$: the singularity is gone.

\section*{(f) Is this the solution?}

\textbf{Question.} Prove that finite dissipation makes the solution unique, and show by an example that the condition is needed.

\textbf{Solution.} Let $u$ be the difference of two solutions of finite dissipation. It is harmonic, vanishes on the disk and at infinity, and has no flux through the insulator. Integrate $\nabla\cdot(u\nabla u)=|\nabla u|^2$ over a large half-ball with a half-torus of radius $\rho$ around the rim cut out. Disk and insulator contribute nothing. Continued evenly into $z<0$, $u$ is harmonic outside a sphere and decays at least as the inverse distance, so the distant surface term also vanishes.

For the half-torus, define $G(\rho)=\int_0^\pi|\nabla u|^2d\alpha$, with the azimuth understood as fixed by axial symmetry. Because $u=0$ at $\alpha=\pi$ and $|\partial u/\partial\alpha|\le\rho|\nabla u|$, the Cauchy--Schwarz inequality gives $|u|\le\rho\sqrt{\pi G}$. The surface term is therefore at most
\begin{equation}
2\pi(a+\rho)\rho\int_0^\pi|u||\nabla u|\,d\alpha\le2\pi^2(a+\rho)\,\rho^2G .
\end{equation}
Finite dissipation means that $\int_0\rho\,G\,d\rho$ converges. If $\rho^2G$ stayed above some $c>0$, the integrand would exceed $c/\rho$ and the integral would diverge. So $\rho^2G\to0$ along some sequence of radii, $\int|\nabla u|^2d^3x=0$, and $u=0$. The same proof covers fields without axial symmetry if $G$ includes the azimuthal average.

For the example, $\operatorname{arccot}\xi$ is harmonic for every $a$, so its derivative with respect to $a$ at fixed $(r,z)$ is harmonic too. Differentiating (\ref{ellipse}),
\begin{equation}
-2\xi\frac{\partial\xi}{\partial a}\left[\frac{r^2}{(1+\xi^2)^2}+\frac{z^2}{\xi^4}\right]=2a .
\end{equation}
The bracket equals $a^2(\xi^2+\eta^2)/[\xi^2(1+\xi^2)]$. Hence $\partial\xi/\partial a=-\xi(1+\xi^2)/[a(\xi^2+\eta^2)]$, and
\begin{equation}
a\,\frac{\partial}{\partial a}\operatorname{arccot}\xi=-\frac{a}{1+\xi^2}\frac{\partial\xi}{\partial a}=\frac{\xi}{\xi^2+\eta^2}\equiv w .
\end{equation}
This $w$ vanishes on the open disk and at infinity, and $\partial w/\partial\eta=0$ at $\eta=0$. Any multiple of it could be added to (\ref{phi}). But on the disk $\partial w/\partial z=1/(a\eta^3)$, and with $r\,dr=-a^2\eta\,d\eta$ its integral behaves as $\int_0\eta^{-2}d\eta$, which diverges. By the proof above its dissipation is infinite, so it is excluded.

\section*{(g) A numerical case}

\textbf{Question.} Take the round values $a=0.25$ cm, $\kappa=0.10$ S/cm and $V=0.10$ V. Evaluate and interpret the distribution.

\textbf{Solution.} The resistance is $1/(4\times0.10\times0.25)=10\ \Omega$, so $I=0.10\ \text{V}/10\ \Omega=10$ mA. The average density is $10/(\pi\times0.25^2)=50.9$ mA/cm$^2$. Equation (\ref{density}) gives
\begin{center}
\begin{tabular}{lcccc}
$r/a$ & 0 & 0.5 & 0.9 & 0.99\\
$i$ (mA/cm$^2$) & 25.5 & 29.4 & 58.4 & 180.5\\
$i/i_{\rm avg}$ & 0.50 & 0.58 & 1.15 & 3.54
\end{tabular}
\end{center}
The outermost one percent of the radius has $1-0.99^2=1.99\%$ of the area but carries $\sqrt{0.0199}=14.1\%$ of the current. If all the current deposits metal with the same efficiency everywhere, the initial deposit thickness follows the same profile. This holds only while concentration differences stay negligible. For an ion of charge number $n$, concentration $c$ and diffusion coefficient $D$, diffusion across a layer of thickness $\ell$ supplies at most $nFDc/\ell$. For $n=2$, $c=0.5$ mol/L, $D=6\times10^{-6}$ cm$^2$/s and $\ell=0.01$ cm this is about 58 mA/cm$^2$, close to the average density here and well below the values near the rim. In such a bath mass transport also limits the rim current, and the primary profile applies only at short times, under strong stirring, or at smaller $V$. At $\delta=0.01a$ the rim law (\ref{rim}) gives 180.1 mA/cm$^2$, which is $0.25\%$ below the full density, as $\delta/(4a)$ predicts.

An independent calculation uses the fact that a surface element $dA$ of the plane, emitting current $i\,dA$ into the half-space, produces the potential $i\,dA/(2\pi\kappa d)$ at distance $d$. The disk is cut into 400 rings of unknown constant density, and the potential is set to $V$ at the middle of each. Neither the profile nor its exponent is assumed. For $\delta>10^{-4}a$ the ring densities differ from (\ref{density}) by at most $0.06\%$ of the latter. Their fitted logarithmic slope for $10^{-4}<\delta/a<10^{-2}$ is $-0.4996$. The numerical output gives the further comparisons.

\section*{(h) What removes the divergence}

\textbf{Question.} Let the reaction have a constant area-specific charge-transfer resistance $R_{\rm ct}$ (resistance times area), so that $V=\phi_0+R_{\rm ct}i$, where $\phi_0$ is the solution potential at the disk and $V>0$ is now the total driving voltage. Show that $i$ is bounded, and examine $R_{\rm ct}=0.25\ \Omega\,$cm$^2$.

\textbf{Solution.} Let $\phi_-=\min(\phi,0)$. Multiply $\nabla^2\phi=0$ by $\phi_-$ and integrate by parts, again for finite dissipation. The outward normal at the disk is $-z$, so
\begin{equation}
\kappa\int|\nabla\phi_-|^2d^3x=\int_{\rm disk}\phi_-\,i\,dA=\int_{\rm disk}\phi_-\,\frac{V-\phi_0}{R_{\rm ct}}\,dA\le0 .
\end{equation}
The left side cannot be negative, so $\phi_-=0$. Thus $\phi_0\ge0$ and $i\le V/R_{\rm ct}$: the reaction resistance prevents the divergence.

The bound also gives the limit of slow kinetics. The integral of $dA/d$ over the disk, seen from a point on it, is the sum of chord lengths over directions spanning $\pi$, and is at most $2\pi a$. Therefore
\begin{equation}
0\le\phi_0\le\frac{1}{2\pi\kappa}\,\frac{V}{R_{\rm ct}}\,2\pi a=JV,\qquad J=\frac{a}{\kappa R_{\rm ct}} .
\end{equation}
For $J\ll1$ the density is nearly uniform, $i\approx V/R_{\rm ct}$. The primary distribution belongs to the opposite limit, $J\to\infty$.

Here $J=0.25/(0.10\times0.25)=10$. The ring calculation gives 27.2 mA/cm$^2$ at the centre and 99.1 mA/cm$^2$ in the outermost ring, a ratio of 3.6. The bound is $0.10/0.25=0.40$ A/cm$^2$, or 400 mA/cm$^2$, well above the computed rim value. These numbers belong to the linear model. For a real reaction a constant $R_{\rm ct}$ requires an overpotential $R_{\rm ct}i$ small compared with $RT/F$, about 26 mV at room temperature for a one-electron step. Here it is 7 mV at the centre but 25 mV at the rim, where the linear law is only a rough guide. Going from 200 to 400 rings leaves the rim value unchanged to the printed digits. In the primary problem the same refinement multiplies the outermost density by 2.828. This is the expected $2^{3/2}$, since the rings are graded so that the outermost width is inversely proportional to the cube of their number.

The centre density is $7\%$ higher than the primary 25.5 mA/cm$^2$, although part of $V$ is now spent on the reaction. The total current is nevertheless smaller. Green's reciprocal relation between the two fields gives $VI_{\rm kin}=\int\phi_0\,i_{\rm prim}\,dA$, and $\phi_0<V$ wherever $i>0$, as found on every ring, so $I_{\rm kin}<I_{\rm prim}$. Kinetics has lowered the current in the band next to the rim by more than it has raised it over the inner part of the disk.

\section*{Computed values}
\begin{verbatim}
disk radius a = 0.25 cm
conductivity kappa = 0.10 S/cm
potential V = 0.10 V
resistance 1/(4 kappa a) = 10.000 ohm
resistance, boundary elements = 10.000 ohm
total current, formula = 10.000 mA
total current, hemisphere flux = 10.000 mA
total current, boundary elements = 10.000 mA
average density = 50.93 mA/cm^2
r/a | i formula | i boundary elements (mA/cm^2) | i/i_avg
0.000 | 25.46 | 25.46 | 0.500
0.500 | 29.40 | 29.40 | 0.577
0.900 | 58.42 | 58.42 | 1.147
0.990 | 180.52 | 180.53 | 3.544
0.999 | 569.55 | 569.83 | 11.183
largest profile error, a-r > 1e-4 a = 0.06 %
fitted rim exponent, boundary elements = -0.4996
half-current radius, boundary elements = 0.8660 a
half-current radius, formula = 0.8660 a
current outside r = 0.99 a, formula = 14.11 %
same, boundary elements = 14.11 %
area outside r = 0.99 a = 1.99 %
rim law at a-r = 0.100 a: 56.94 mA/cm^2, error -2.532 %
rim law at a-r = 0.010 a: 180.06 mA/cm^2, error -0.250 %
rim law at a-r = 0.001 a: 569.41 mA/cm^2, error -0.025 %
primary outer-panel density ratio, 400/200 panels = 2.828
charge-transfer resistance R_ct = 0.25 ohm cm^2
a/(kappa R_ct) = 10.00 (no unit)
kinetic centre density = 27.22 mA/cm^2
kinetic rim density, 200 panels = 99.14 mA/cm^2
kinetic rim density, 400 panels = 99.14 mA/cm^2
kinetic upper bound V/R_ct = 400.00 mA/cm^2
\end{verbatim}
